# The Tsu-Esaki Current Integral and Its Equal-Mass Condition, part 1

(Sections cited here and not found follow in the second part.)

## From transverse momentum to a double integral over energy

Let \(x\) be the direction normal to the layers of a gate stack and let \(\mathbf r=(y,z)\) be the position in the plane. The insulator fills \(0<x<L\). The left contact fills \(x<0\) and the right contact fills \(x>L\). Both contacts have one isotropic parabolic conduction band with the same effective mass \(m\), and each orbital state holds two electrons of opposite spin. The elementary charge is \(q>0\), so an electron carries charge \(-q\).

Energies are measured from the band edge of the left contact. A bias \(V\ge 0\) lowers the band edge of the right contact to \(-qV\). The Fermi level is \(\mu\) on the left and \(\mu-qV\) on the right. With the temperature \(T\) and the Boltzmann constant \(k_B\), the occupations of the two contacts are

\[
f_L(E)=\frac{1}{1+e^{(E-\mu)/k_BT}},\qquad
f_R(E)=\frac{1}{1+e^{(E-\mu+qV)/k_BT}} .
\]

The contacts are reservoirs with flat bands, and the whole bias falls across the insulator. An electron crosses coherently and without changing its energy. The current density \(J\) is counted as positive when electrons move from left to right, so conventional current has the opposite direction.

Inside the insulator the band edge is \(U(x)\) and the mass is \(m(x)\), equal to \(m_j\) in layer \(j\). The envelope function \(\psi\) of an electron with total energy \(E\) obeys

\[
-\frac{\hbar^2}{2}\nabla\cdot\left[\frac{1}{m(x)}\nabla\psi\right]+U(x)\psi=E\psi .
\]

With the mass between the two derivatives, the kinetic energy is Hermitian and particle flux is conserved when the mass varies in space. Other Hermitian orderings exist, so this common choice is part of the model.

Neither \(U\) nor the mass depends on \(\mathbf r\). A displacement in the plane therefore leaves the equation unchanged, and its solutions can be chosen as

\[
\psi(x,\mathbf r)=e^{i\mathbf k_t\cdot\mathbf r}\chi(x),
\]

with one transverse wave vector \(\mathbf k_t\) throughout the structure. To see what would change \(\mathbf k_t\), consider the matrix element of the potential between two transverse plane waves on an area \(S\) with periodic boundaries:

\[
\frac1S\int_S e^{-i\mathbf k_t'\cdot\mathbf r}\,U(x)\,e^{i\mathbf k_t\cdot\mathbf r}\,d^2r
=U(x)\,\delta_{\mathbf k_t',\mathbf k_t}.
\]

The factor \(U(x)\) leaves the integral, and what remains is the orthogonality of plane waves. The kinetic term is diagonal for the same reason. If \(U\) also depended on \(\mathbf r\), its in-plane Fourier components would couple different transverse wave vectors. A scattering calculation on a small lattice shows the contrast. For electrons that arrive with \(\mathbf k_t=0\) at a uniform barrier, the share of the transmitted current that leaves with another transverse wave vector is zero to rounding error. For a corrugated barrier in the same model it is 0.18. Conservation of transverse momentum is thus a property of uniform layers, and interface roughness removes it.

Insert the product form into the wave equation. The in-plane derivatives give \(-k_t^2\), where \(k_t=|\mathbf k_t|\), and the common exponential cancels:

\[
-\frac{\hbar^2}{2}\frac{d}{dx}\left[\frac{1}{m(x)}\frac{d\chi}{dx}\right]
+\left[U(x)+\frac{\hbar^2k_t^2}{2m(x)}\right]\chi=E\chi .
\]

In the left contact, with normal wave number \(k_L\), the energy separates into two parts,

\[
E=E_x+E_t,\qquad E_x=\frac{\hbar^2k_L^2}{2m},\qquad E_t=\frac{\hbar^2k_t^2}{2m}.
\]

What is conserved across the stack is \(E\) and \(\mathbf k_t\). The transverse kinetic energy is a different matter, because it contains the local mass. In layer \(j\) it equals

\[
\frac{\hbar^2k_t^2}{2m_j}=\frac{m}{m_j}E_t .
\]

The equation in that layer is then

\[
-\frac{\hbar^2}{2m_j}\chi''+\left[U+\frac{m}{m_j}E_t\right]\chi=(E_x+E_t)\chi .
\]

Moving the right-hand side to the left and multiplying by \(2m_j/\hbar^2\) gives \(\chi''=\kappa_j^2\chi\), with

\[
\kappa_j^2=\frac{2m_j}{\hbar^2}\left[U+E_t\left(\frac{m}{m_j}-1\right)-E_x\right].
\]

An electron with transverse energy \(E_t\) thus meets the one-dimensional barrier \(U+E_t(m/m_j-1)\). If the layer has a smaller mass than the contact, the same transverse wave vector costs more kinetic energy inside the layer, and the barrier is higher. If the layer has a larger mass, the barrier is lower. If \(m_j=m\) in every layer, \(E_t\) disappears from the problem.

The right contact has mass \(m\) too, so the transverse energy there is again \(E_t\). The normal wave number \(k_R\) follows from \(E=-qV+E_t+\hbar^2k_R^2/2m\):

\[
\frac{\hbar^2k_R^2}{2m}=E_x+qV .
\]

This also contains no \(E_t\). A right contact of another mass would bring \(E_t\) back into \(k_R\), which is why equal contact masses belong to the assumptions.

The pieces of \(\chi\) are joined at the interfaces. Integrate the one-dimensional equation over a short interval of length \(2\eta\) centred on an interface. The terms without derivatives are finite and contribute an amount proportional to \(\eta\), which vanishes as \(\eta\to0\). The derivative term leaves the jump of \(\chi'/m(x)\), so this jump must be zero. The function \(\chi\) is continuous as well, since a jump in it would make \(\chi'\) infinite. It is convenient to define

\[
w(x)=\frac{1}{m(x)}\frac{d\chi}{dx},
\]

so that both \(\chi\) and \(w\) are continuous and obey

\[
\chi'=m_jw,\qquad w'=\frac{\kappa_j^2}{m_j}\chi .
\]

For a slice of width \(h\) in which \(\kappa_j\) is constant, these equations carry the solution from the right face at \(x\) to the left face:

\[
\chi(x-h)=\cosh(\kappa_jh)\,\chi(x)-\frac{m_j}{\kappa_j}\sinh(\kappa_jh)\,w(x),
\]

\[
w(x-h)=\cosh(\kappa_jh)\,w(x)-\frac{\kappa_j}{m_j}\sinh(\kappa_jh)\,\chi(x).
\]

At \(h=0\) they reduce to the starting values, and differentiating them with respect to \(h\) reproduces the two first-order equations with reversed sign, as a step to the left requires. A sloping band edge is treated as a staircase of such slices.

For an electron that arrives from the left, the right contact contains an outgoing wave alone. Give it unit amplitude at \(x=L\), so that \(\chi(L)=1\) and \(w(L)=ik_R/m\). In the left contact

\[
\chi=ae^{ik_Lx}+be^{-ik_Lx},\qquad
w=\frac{ik_L}{m}\left(ae^{ik_Lx}-be^{-ik_Lx}\right).
\]

Adding \(\chi(0)=a+b\) to \(m\,w(0)/(ik_L)=a-b\) isolates the incident amplitude:

\[
a=\frac12\left[\chi(0)+\frac{m\,w(0)}{ik_L}\right].
\]

The particle flux along \(x\) is \(\hbar\,\mathrm{Im}(\chi^*w)\). It is the same at every \(x\), because \(\kappa_j^2\) is real and

\[
\frac{d}{dx}(\chi^*w)=m_j|w|^2+\frac{\kappa_j^2}{m_j}|\chi|^2
\]

has no imaginary part. The incident flux is \(\hbar k_L|a|^2/m\) and the transmitted flux is \(\hbar k_R/m\). Their ratio is the transmission

\[
D(E_x,E_t)=\frac{k_R}{k_L|a|^2}.
\]

The factor \(k_R/k_L\) accounts for the different speeds in the two contacts. Transmission values from the slices agree with a direct integration of the wave equation, written in terms of \(E\) and \(k_t\), within a relative tolerance of \(10^{-3}\) that allows for the staircase.

The current from right to left needs the transmission for the opposite direction. Let \(\chi_1\) arrive from the left with unit amplitude, with reflected amplitude \(r\) and transmitted amplitude \(t\). Let \(\chi_2\) arrive from the right with unit amplitude, with corresponding amplitudes \(r'\) and \(t'\). Both have the same \(E\) and \(k_t\), and phases in the right contact are counted from \(x=L\). The combination \(W=\chi_1w_2-\chi_2w_1\) is constant, since

\[
W'=m_jw_1w_2+\frac{\kappa_j^2}{m_j}\chi_1\chi_2-m_jw_2w_1-\frac{\kappa_j^2}{m_j}\chi_2\chi_1=0 .
\]

At \(x=0\) the values are \(\chi_1=1+r\), \(w_1=ik_L(1-r)/m\), \(\chi_2=t'\) and \(w_2=-ik_Lt'/m\). Hence

\[
W=-\frac{ik_L}{m}t'\left[(1+r)+(1-r)\right]=-\frac{2ik_L}{m}t'.
\]

At \(x=L\) they are \(\chi_1=t\), \(w_1=ik_Rt/m\), \(\chi_2=1+r'\) and \(w_2=ik_R(r'-1)/m\). Hence

\[
W=\frac{ik_R}{m}t\left[(r'-1)-(1+r')\right]=-\frac{2ik_R}{m}t .
\]

Equating the two gives \(k_Lt'=k_Rt\). The transmission from the right is therefore

\[
\frac{k_L}{k_R}|t'|^2=\frac{k_L}{k_R}\,\frac{k_R^2}{k_L^2}|t|^2=\frac{k_R}{k_L}|t|^2=D(E_x,E_t),
\]

the same as from the left, even for an asymmetric stack.

For \(V>0\) the right contact also has states with \(-qV<E_x<0\). They have no travelling wave on the left. There \(\chi\) decays away from the insulator, \(w\) is a real multiple of \(\chi\), and the flux \(\hbar\,\mathrm{Im}(\chi^*w)\) is zero. These electrons are totally reflected, so \(D=0\) for \(E_x<0\).

The contacts can now be summed over their states. A volume element \(d^3k\) contains \(2\,d^3k/(2\pi)^3\) states per unit volume, the factor 2 being the spin. An occupied state with normal velocity \(v_x\) sends the flux \(v_x\) per unit density towards the insulator, and the fraction \(D\) gets through:

\[
J_{LR}=2q\int_{k_x>0}\frac{d^3k}{(2\pi)^3}\,v_x\,D\,f_L(E).
\]

The corresponding current \(J_{RL}\) from the right contains \(|v_x|\) and \(f_R(E)\), with \(k_x<0\), and \(J=J_{LR}-J_{RL}\). No factor for empty final states appears, because each scattering state extends over both contacts and is filled by the contact from which its incident wave comes. Including such factors would not alter the net current, since

\[
f_L(1-f_R)-f_R(1-f_L)=f_L-f_R .
\]

On the left \(E_x=\hbar^2k_x^2/2m\), so \(v_x=\hbar k_x/m\) and

\[
v_x\,dk_x=\frac{\hbar k_x\,dk_x}{m}=\frac{dE_x}{\hbar}.
\]

On the right \(E_x+qV=\hbar^2k_x^2/2m\). The constant \(qV\) drops out of the differential, and \(|v_x|\,d|k_x|=dE_x/\hbar\) again. The density of states in the normal direction has cancelled against the velocity in both contacts.

In the plane, \(D\) and the occupations depend on the magnitude \(k_t\) alone. The angle gives \(2\pi\), and \(dE_t=\hbar^2k_t\,dk_t/m\), so

\[
d^2k_t\;\to\;2\pi k_t\,dk_t=\frac{2\pi m}{\hbar^2}\,dE_t .
\]

The constant factors multiply to

\[
\frac{2q}{8\pi^3}\cdot\frac1\hbar\cdot\frac{2\pi m}{\hbar^2}=\frac{qm}{2\pi^2\hbar^3}.
\]

Because \(D\) is common to both directions and vanishes for \(E_x<0\), the two currents combine into

\[
J=\frac{qm}{2\pi^2\hbar^3}\int_0^\infty dE_x\int_0^\infty dE_t\;D(E_x,E_t)\left[f_L(E_x+E_t)-f_R(E_x+E_t)\right].
\]

This double integral holds for any layer masses. It agrees within a relative tolerance of \(10^{-5}\) with a direct Cartesian integration over \(k_x\), \(k_y\) and \(k_z\) in each contact, in which the transmission is calculated separately for each direction. The comparison covers biases of 0.05 and 0.5 V, for layer masses both equal and unequal to the contact mass.

The current density is now a double integral over normal and transverse energy, valid for any layer masses. What remains is to find when it reduces to a single integral, to examine the limits of that formula, and to apply both integrals to a two-layer stack.
